# Two Noncongruent Atomic Environments with the Same Distance and Angle Histograms

## Problem

A learned interatomic potential often describes an atom by the distances to its neighbours and the angles between them. Consider a central atom at the origin and four identical neighbours in one plane, all at distance $r$. Two environments have the azimuths

$$A:\;0^\circ,45^\circ,135^\circ,180^\circ,\qquad B:\;0^\circ,45^\circ,90^\circ,225^\circ .$$

The angle $\theta_{ij}$ of a neighbour pair is the unsigned angle at the centre, between $0^\circ$ and $180^\circ$. Each unordered pair counts once. Two environments are congruent if a rotation or reflection that fixes the centre, followed by any relabelling of the identical neighbours, carries one into the other.

(a) Show that the distance histograms, the angle histograms and the joint histograms of two distances and the enclosed angle agree for $A$ and $B$.

(b) Show that $A$ and $B$ are not congruent.

(c) Decide whether the coincidence is special to multiples of $45^\circ$. Find a quantity that separates the two environments, and examine the effect of a fifth neighbour.

(d) Let the neighbours vibrate. Do the thermally averaged histograms separate $A$ from $B$? Do their fluctuations?

(e) Give the centre a charge $Q$ and each neighbour a charge $q$ and a polarizability volume $\alpha$. Find the difference in the neighbours' polarization energy, first without interaction between induced dipoles. What error does it force on a model that sees the central-atom histograms alone?

For numbers, take four oxygen ions around hafnium with the rough model values $r=0.42$ nm, $Q=+2.4$, $q=-1.2$ (in elementary charges), $\alpha=0.002$ nm$^3$, a force constant $K=500$ eV/nm$^2$ and $T=300$ K.

## Solution

### (a) Equal histograms

On a circle, the angle between azimuths $\phi_i$ and $\phi_j$ in $[0^\circ,360^\circ)$ is

$$\theta_{ij}=\min\left(|\phi_i-\phi_j|,\;360^\circ-|\phi_i-\phi_j|\right).$$

Take the pairs in the order 12, 13, 14, 23, 24, 34. Then

$$A:\;45^\circ,135^\circ,180^\circ,90^\circ,135^\circ,45^\circ,$$

$$B:\;45^\circ,90^\circ,135^\circ,45^\circ,180^\circ,135^\circ .$$

The last two entries of $B$ come from differences of $180^\circ$ and $135^\circ$; its third comes from $360^\circ-225^\circ$. Sorting either row gives

$$\{45^\circ,45^\circ,90^\circ,135^\circ,135^\circ,180^\circ\}.$$

The angle histograms therefore agree for every choice of bins. Both distance histograms contain the value $r$ four times. Each entry of the joint histogram is $(r,r,\theta_{ij})$, so the joint histograms agree as well.

Two further families of quantities are equal for the same reason. The separation of two neighbours is the chord

$$d_{ij}=2r\sin(\theta_{ij}/2),$$

so any sum of pair energies over the five atoms is the same in $A$ and $B$. For the example charges, the pair Coulomb energy is $-15.2918$ eV in both. The angular power sums are also equal, because

$$\left|\sum_j e^{im\phi_j}\right|^2=\sum_{i,j}e^{im(\phi_i-\phi_j)}=4+2\sum_{i<j}\cos(m\theta_{ij}).$$

The 4 comes from $i=j$, and each remaining pair occurs in both orders. For $m=1,2,3,4$ the values are 2, 4, 2, 0 in both environments. Squaring a density expansion in this way does not recover the missing geometry.

### (b) No congruence

A rotation or reflection about the centre preserves the scalar products $\mathbf r_i\cdot\mathbf r_j$, and hence every $\theta_{ij}$. Relabelling permutes the neighbours but cannot change which angles meet at a given neighbour. Congruent environments must therefore have the same collection of per-neighbour angle lists.

In $B$, the neighbour at $45^\circ$ forms the angles $\{45^\circ,45^\circ,180^\circ\}$ with the other three. In $A$, the lists are

- $\{45^\circ,135^\circ,180^\circ\}$ for the neighbours at $0^\circ$ and $180^\circ$;
- $\{45^\circ,90^\circ,135^\circ\}$ for those at $45^\circ$ and $135^\circ$.

The required list is absent, so $A$ and $B$ are not congruent. The histogram keeps the six angles but discards the information about which of them share a neighbour.

The difference is large in space. With the centre fixed, the best superposition over all rotations, reflections and relabellings leaves a root-mean-square neighbour displacement of 0.2273 nm, more than half of $r$.

### (c) A continuous family, and what breaks it

Replace $45^\circ$ by an angle $a$ with $0<a<90^\circ$:

$$A(a)=\{0,\,a,\,a+90^\circ,\,180^\circ\},\qquad B(a)=\{0,\,a,\,90^\circ,\,a+180^\circ\}.$$

In the pair order used above, the angles are

$$A(a):\;a,\;a+90^\circ,\;180^\circ,\;90^\circ,\;180^\circ-a,\;90^\circ-a,$$

$$B(a):\;a,\;90^\circ,\;180^\circ-a,\;90^\circ-a,\;180^\circ,\;a+90^\circ .$$

These are the same six values. In $B(a)$, the neighbour at azimuth $a$ has the list $\{a,90^\circ-a,180^\circ\}$. In $A(a)$, the two lists containing $180^\circ$ are $\{a,a+90^\circ,180^\circ\}$ and $\{90^\circ-a,180^\circ-a,180^\circ\}$. Equality with the first would need $90^\circ-a=a+90^\circ$, and equality with the second would need $a=180^\circ-a$. Neither is possible in the stated interval, so the whole family is noncongruent. The given problem is the member $a=45^\circ$.

The ends of the interval behave differently. At $a=0$, both sets become $\{0,0,90^\circ,180^\circ\}$. At $a=90^\circ$, they become $\{0,90^\circ,180^\circ,180^\circ\}$ and $\{0,90^\circ,90^\circ,270^\circ\}$; rotating the second by $90^\circ$ gives the first. The environments merge as two neighbours coincide.

Triples of neighbours separate the original sets. Listing the three angles within each triple gives:

- $A$: $\{45^\circ,90^\circ,135^\circ\}$ twice and $\{45^\circ,135^\circ,180^\circ\}$ twice;
- $B$: $\{45^\circ,45^\circ,90^\circ\}$, $\{90^\circ,135^\circ,135^\circ\}$, and $\{45^\circ,135^\circ,180^\circ\}$ twice.

Counting the centre, this is four-body information.

A fifth neighbour may or may not help. On the axis normal to the plane, it makes four $90^\circ$ angles in either environment, so the histograms remain equal. In the plane at $270^\circ$, it adds $\{90^\circ,90^\circ,135^\circ,135^\circ\}$ to $A$ but $\{45^\circ,90^\circ,135^\circ,180^\circ\}$ to $B$, and the angle histograms then differ. The degeneracy is a property of the complete list of neighbours inside the cutoff, not of four atoms picked from a larger list.

### (d) Thermal motion

Let $\mathbf u_i$ be the displacement of neighbour $i$ relative to the centre. Assume that the $\mathbf u_i$ are independent, with one common isotropic distribution. Two pairs with the same equilibrium angle can be carried into each other by a rotation or reflection. That operation leaves the displacement distribution unchanged, so both pairs have the same distribution of instantaneous distances and angle. An averaged histogram is a sum of such pair distributions. Since $A$ and $B$ have the same list of equilibrium angles, their averaged histograms agree.

The fluctuations do not. Let $v_i$ be the tangential component of $\mathbf u_i$ and $\sigma^2$ the variance of one Cartesian component. To first order in $u/r$, a pair angle other than $0^\circ$ or $180^\circ$ changes by

$$\delta\theta_{ij}=\pm\frac{v_j-v_i}{r},\qquad \operatorname{var}(\theta_{ij})=\frac{2\sigma^2}{r^2}.$$

In $A$, the two $45^\circ$ pairs are $(0^\circ,45^\circ)$ and $(135^\circ,180^\circ)$. They share no neighbour, so their fluctuations are independent. In $B$, the pairs $(0^\circ,45^\circ)$ and $(45^\circ,90^\circ)$ share the middle neighbour, and

$$\operatorname{cov}\left(\frac{v_2-v_1}{r},\frac{v_3-v_2}{r}\right)=-\frac{\operatorname{var}(v_2)}{r^2}=-\frac{\sigma^2}{r^2}.$$

Division by the variance $2\sigma^2/r^2$ gives a correlation of $-1/2$. When the middle atom moves, one angle opens and the other closes. This shows in the histogram itself: the average of the two angles in the $45^\circ$ peak has variance $\sigma^2/r^2$ in $A$ but only $\sigma^2/(2r^2)$ in $B$. These values assume a fixed centre. If the centre also vibrates independently and isotropically with the same $\sigma$, it adds a common displacement to all $\mathbf u_i$. Each $45^\circ$ angle then gains the variance $4\sin^2(22.5^\circ)\,\sigma^2/r^2=0.586\,\sigma^2/r^2$, and the two angles gain the covariance $-0.414\,\sigma^2/r^2$ in $A$ and $+0.414\,\sigma^2/r^2$ in $B$. The averaged histograms remain equal, because each pair distribution still depends on the pair angle alone. The correlations, however, become $-0.16$ in $A$ and $-0.23$ in $B$, and the variances of the peak average become $1.09\,\sigma^2/r^2$ and $1.00\,\sigma^2/r^2$, so the contrast is much weaker.

For a classical harmonic coordinate, equipartition gives $K\sigma^2/2=k_BT/2$. Hence

$$\sigma=\sqrt{\frac{0.02585\ \text{eV}}{500\ \text{eV/nm}^2}}=0.00719\ \text{nm},$$

and the angular width is $\sqrt2\,\sigma/r=1.387^\circ$. Gaussian sampling with 60,000 configurations per environment gave a width of $1.383^\circ$ for the $90^\circ$ pair of $A$. With $5^\circ$ bins, the largest difference between the averaged histograms of $A$ and $B$ was 1.48 standard errors, consistent with equality. The control set $0^\circ,45^\circ,90^\circ,135^\circ$ differed from $A$ by several thousand standard errors, in the $175^\circ$ to $180^\circ$ bin, which is almost always occupied in $A$ and empty in the control. The sampled correlations were $-0.004$ in $A$ and $-0.504$ in $B$.

Classical statistics is an approximation here. The quantum variance of a harmonic coordinate is $(\hbar/2m\omega)\coth(\hbar\omega/2k_BT)$, with $\omega=\sqrt{K/m}$. Dividing by the classical value $k_BT/(m\omega^2)$ gives

$$\frac{\sigma^2_{\rm quantum}}{\sigma^2_{\rm classical}}=\frac{x}{2}\coth\frac{x}{2},\qquad x=\frac{\hbar\omega}{k_BT}.$$

For an oxygen mass of 16 atomic mass units this ratio is 1.158. The peaks broaden, but the equality survives because the motion is still isotropic and independent. Anisotropic vibrations tied to crystal axes, or correlations that depend on more than the pair geometry, invalidate the argument.

### (e) An energy that the histograms miss

Write the field at neighbour $i$ as $\mathbf F_i$, in elementary charges per nm$^2$, and let $k_e=1.43996$ eV nm. An induced dipole $\mathbf p_i$ has energy $k_e[p_i^2/(2\alpha)-\mathbf p_i\cdot\mathbf F_i]$. Its minimum is at $\mathbf p_i=\alpha\mathbf F_i$, which gives

$$U=-\frac{\alpha k_e}{2}\sum_i|\mathbf F_i|^2 .$$

Let $\delta=\phi_i-\phi_j$ and $s=|\sin(\delta/2)|$, so that $d_{ij}=2rs$. The field of a unit charge at $j$ is $(\mathbf r_i-\mathbf r_j)/d_{ij}^3$. Its radial and tangential components at $i$ are

$$\frac{r(1-\cos\delta)}{8r^3s^3}=\frac{1}{4r^2s},\qquad \frac{r\sin\delta}{8r^3s^3}=\frac{\sin\delta}{8r^2s^3},$$

where $1-\cos\delta=2s^2$ was used. Let $R_i/r^2$ and $T_i/r^2$ be the sums of these components over the other neighbours. Then

$$r^4\sum_i|\mathbf F_i|^2=4Q^2+2Qq\sum_iR_i+q^2S,\qquad S=\sum_i(R_i^2+T_i^2).$$

The sum $\sum_iR_i$ is a sum over pair angles, so it is equal in $A$ and $B$. The central charge drops out of the difference:

$$U_A-U_B=-\frac{\alpha k_eq^2}{2r^4}(S_A-S_B).$$

To see that $S$ differs, define $a_\theta=1/[4\sin(\theta/2)]$ and $t_\theta=\sin\theta/[8\sin^3(\theta/2)]$, with angles in degrees. The radial sums are

$$\begin{aligned}
\sum_AR_i^2&=2(a_{45}+a_{135}+a_{180})^2+2(a_{45}+a_{90}+a_{135})^2,\\
\sum_BR_i^2&=2(a_{45}+a_{90}+a_{135})^2+(2a_{45}+a_{180})^2+(2a_{135}+a_{180})^2 .
\end{aligned}$$

With $X=2a_{45}+a_{180}$ and $Y=2a_{135}+a_{180}$, their difference is $(X+Y)^2/2-X^2-Y^2=-(X-Y)^2/2=-2(a_{45}-a_{135})^2$. For the tangential part,

$$\begin{aligned}
\sum_AT_i^2&=2(t_{45}+t_{135})^2+2(t_{45}-t_{90}-t_{135})^2,\\
\sum_BT_i^2&=2(t_{45}+t_{90}-t_{135})^2 .
\end{aligned}$$

In $B$, the neighbours at $45^\circ$ and $225^\circ$ lie on a mirror line, so their tangential fields cancel. Using $(x-y)^2-(x+y)^2=-4xy$ with $x=t_{45}-t_{135}$ and $y=t_{90}$, the total is

$$S_A-S_B=-2(a_{45}-a_{135})^2+2(t_{45}+t_{135})^2-8t_{90}(t_{45}-t_{135}).$$

Numerically, $S_A=14.1977$, $S_B=12.9274$ and, before rounding, $S_A-S_B=1.27035$. Therefore

$$U_A-U_B=-\frac{(0.002)(1.43996)(1.2)^2(1.27035)}{2(0.42)^4}\ \text{eV}=-84.65\ \text{meV}.$$

The larger squared field in $A$ gives it the lower energy.

A model that sees the central-atom histograms alone must return one number $E$ for both environments. The triangle inequality gives

$$|U_A-U_B|\le|E-U_A|+|E-U_B|\le2\max\left(|E-U_A|,|E-U_B|\right).$$

The worst error is at least half the gap, 42.33 meV for this target energy, and the midpoint attains it. More training data cannot reduce it. A total-energy model that also uses neighbour-centred environments can avoid this bound, because the distances seen from the individual neighbours differ between $A$ and $B$. It must use these distances nonlinearly or include the angles at the neighbours: a plain sum of pair terms is still equal in both environments.

The size and even the sign of the gap depend on the polarization model and its parameters. If the neighbours' dipoles interact, they satisfy

$$\frac{\mathbf p_i}{\alpha}+\sum_{j\ne i}\frac{\mathbf p_j-3\mathbf n_{ij}(\mathbf n_{ij}\cdot\mathbf p_j)}{d_{ij}^3}=\mathbf F_i,\qquad U=-\frac{k_e}{2}\sum_i\mathbf p_i\cdot\mathbf F_i,$$

where $\mathbf n_{ij}$ is the unit vector along the pair. With all inputs held fixed, the gap becomes $-40.74$ meV, about half the direct value. The central charge no longer drops out: the gap is $-47.6$ meV at $Q=0$ and $-30.6$ meV at $Q=4.8$. If $\alpha$ alone is raised, this gap passes through zero near $0.0044$ nm$^3$ and changes sign, so at that isolated value the two energies coincide by accident. The central ion is treated as unpolarizable here. In the direct model its own polarization energy would be equal in $A$ and $B$, because the squared field at the centre depends on pair angles.

### Relation to hafnia

The four-atom plane is a model environment, not a hafnia phase. At a rough first-shell Hf–O distance of 0.21 nm, a $45^\circ$ angle would put two oxygens 0.1607 nm apart, unrealistically close for oxide ions. The rough second-shell distance of 0.42 nm gives 0.3215 nm, but a real crystal also has a first shell and further ions, which can lift the degeneracy as in (c). The unscreened fields at the four neighbours range from about 4 to 19 V/nm, with induced dipoles up to about 1.3 D, so a linear, undamped point polarizability is itself an assumption of the model. The surrounding electrons also screen the fields. Dividing each field by a rough electronic permittivity of 4 divides the direct gap by 16, to $-5.29$ meV, compared with $k_BT=25.85$ meV. This uniform screening is crude at atomic distances, and it partly counts the oxide ions' response twice, since the permittivity already contains it. The energies therefore show a possible scale of the missing term and do not predict the error of a potential fitted to hafnia. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
angles A (deg): [45, 45, 90, 135, 135, 180]
angles B (deg): [45, 45, 90, 135, 135, 180]
angles seen from each neighbour, A (deg):
[(45, 135, 180), (45, 90, 135), (45, 90, 135), (45, 135, 180)]
angles seen from each neighbour, B (deg):
[(45, 90, 135), (45, 45, 180), (45, 90, 135), (135, 135, 180)]
neighbour triples A (deg): [(45, 90, 135), (45, 90, 135), (45, 135, 180), (45, 135, 180)]
neighbour triples B (deg): [(45, 45, 90), (45, 135, 180), (45, 135, 180), (90, 135, 135)]
power sums A, m=1..4 (1): [2.0, 4.0, 2.0, 0.0]
power sums B, m=1..4 (1): [2.0, 4.0, 2.0, 0.0]
smallest maximum Gram mismatch / r^2 = 1.4142
input distance r = 0.420 nm
best superposition rms error = 0.2273 nm
closest O-O at r = 0.3215 nm
input first-shell distance = 0.210 nm
closest O-O there = 0.1607 nm
input temperature = 300 K
thermal energy kT = 25.85 meV
input force constant = 500 eV/nm^2
classical sigma = 0.00719 nm
angle width, formula = 1.387 deg
angle width, sampled = 1.383 deg
thermal samples per set = 60000
largest A-B histogram difference = 1.48 standard errors
same for control 0,45,90,135 deg = 6581 standard errors
correlation of two 45-deg angles, A = -0.004
correlation of two 45-deg angles, B = -0.504
quantum/classical displacement variance = 1.158
input centre charge = 2.4 e
input neighbour charge = -1.2 e
input polarizability volume = 0.0020 nm^3
Coulomb constant ke = 1.43996 eV nm
field sum S_A = 14.1977
field sum S_B = 12.9274
pair Coulomb energy A = -15.2918 eV
pair Coulomb energy B = -15.2918 eV
direct polarization energy A = -0.7055 eV
direct polarization energy B = -0.6209 eV
direct gap A-B = -84.65 meV
smallest worst histogram-model error = 42.33 meV
gap with mutual induction = -40.74 meV
input electronic permittivity = 4.0
crudely screened direct gap = -5.29 meV
```
